# Why an Arrhenius slope misplaces the subgap density in energy

**Q.** I measure the conductance of an amorphous oxide transistor at several temperatures, hold the gate voltage fixed, and plot its logarithm against $1/kT$. The line is straight. Why may I not read its slope as the distance from the Fermi level to the band edge?

**A.** Because that reading assumes the distance is the same at every temperature. Call it $u=E_C-E_F$. At small drain bias, let the conductance be

$$G=A\,T^{m}e^{-u/kT},$$

with $A$ independent of temperature and gate voltage. For non-degenerate electrons in a parabolic band with constant mobility, $G$ follows the effective density of states $N_C\propto T^{3/2}$, so $m=3/2$. I divide this power out first and write $\beta=1/kT$:

$$\ln\frac{G}{T^m}=\ln A-\beta u .$$

The measured slope energy is minus the derivative with respect to $\beta$ at fixed gate voltage. Since $u$ may depend on temperature, the product rule gives

$$E_A=\frac{d(\beta u)}{d\beta}=u+\beta\frac{du}{d\beta}.$$

From $T=1/(k\beta)$ we have $dT/d\beta=-1/(k\beta^2)=-kT^2$, so $\beta\,du/d\beta=-T\,du/dT$. Therefore

$$E_A=u-T\left(\frac{du}{dT}\right)_{V_G}.$$

Geometrically, draw the tangent to $u(T)$ at the measuring temperature and extend it to $T=0$. Its intercept there is $E_A$. If the Fermi level is pinned, the tangent is horizontal and $E_A=u$.

If you leave $T^m$ in the data, the slope gains $mkT$, because $-d(m\ln T)/d\beta=m/\beta$. At 300 K, with $kT=25.85$ meV and $m=3/2$, that is 38.8 meV.

**Q.** But surely a moving Fermi level would bend the plot?

**A.** Only the curvature of $u(T)$ bends it. Suppose $u=u_0+\gamma T$. Then $\beta u=\beta u_0+\gamma/k$, and the plot is a perfect straight line with slope energy $u_0$. The motion is hidden in the intercept. In general the tangent to the Arrhenius plot has the intercept

$$\ln\frac{G}{T^m}+\beta E_A=\ln A-\frac1k\frac{du}{dT},$$

so the apparent prefactor is $A\exp[-(du/dT)/k]$. An exactly straight line tells you that $du/dT$ is constant, not that it is zero. A measured line that merely looks straight does not even show that it is constant, as an example below will show.

**Q.** What makes the Fermi level move when I have not touched the gate?

**A.** The gate fixes a balance between potential and charge, and heating changes the charge that a given Fermi level implies. Take a film of thickness $t$, thin enough for a uniform potential, with gate capacitance $C$ per area and elementary charge $q$. Measure electron energies from the source Fermi level. The vacuum level of the film lies at $u+\chi$, where $\chi$ is the electron affinity. That of the gate lies at $W-qV_G$, where $W$ is its work function.

Let $N$ be the density of electrons in traps and band, and $N_+$ the fixed positive density. The net film charge per area is $-qt(N-N_+)$. It raises the electron energy in the film above that at the gate by $q$ times the oxide voltage:

$$u+\chi-W+qV_G=\frac{q^2t}{C}(N-N_+).$$

Define $c=C/(q^2t)$, a density per energy. Collect the constants in $qV=qV_G-W+\chi+N_+/c$. Then

$$qV=-u+\frac{N(u,T)}{c}.$$

I assume for now that $W$, $\chi$ and $N_+$ do not change with temperature, so fixed $V_G$ means fixed $V$. Define also

$$D=-\left(\frac{\partial N}{\partial u}\right)_T,\qquad N_T=\left(\frac{\partial N}{\partial T}\right)_u .$$

Differentiating the balance at fixed $V$ gives

$$0=-\frac{du}{dT}+\frac1c\left(N_T-D\frac{du}{dT}\right),\qquad \frac{du}{dT}=\frac{N_T}{D+c}.$$

The displacement of the slope energy from the true depth is then

$$\delta=u-E_A=\frac{T N_T}{D+c}.$$

**Q.** Which way does it go?

**A.** That depends on how the density of states $g(E)$ varies around the Fermi level. Put $E=0$ at the band edge, so that $E_F=-u$, and let $x=(E+u)/kT$. The occupation is $f=1/(1+e^x)$. Differentiating it gives

$$D=\int g\,\frac{f(1-f)}{kT}\,dE,\qquad TN_T=\int g\,f(1-f)\,x\,dE .$$

Heating at fixed $u$ fills states above the Fermi level ($x>0$) and empties states below it. If there are more states above, the film would hold more electrons. The gate balance does not allow all of that extra charge, so the Fermi level sinks from the band, $u$ grows, and $E_A$ falls below $u$.

For a density that varies little over $kT$, put $g(E)\approx g(-u)+kTx\,g'(-u)$. The constant term drops out of $TN_T$ because $f(1-f)$ is even in $x$. The linear term needs

$$\int_{-\infty}^{\infty}x^2f(1-f)\,dx=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3},$$

which follows from $f(1-f)=\sum(-1)^{n+1}n\,e^{-nx}$ for $x>0$ and $\int_0^\infty x^2e^{-nx}dx=2/n^3$. To leading order,

$$\delta\approx\frac{\pi^2}{3}(kT)^2\,\frac{g'(-u)}{g(-u)+c}.$$

I solved the gate balance numerically at 300 K and $u=0.40$ eV for two contrasting subgap densities, with the same gate. Both cases use the gate and the conduction band specified below. A flat density of $10^{18}$ cm$^{-3}$ eV$^{-1}$ gave $\delta=0.013$ meV, and this comes from the few band electrons; without them it is below 0.001 meV in size. A Gaussian of the same peak height, centred 0.55 eV below the edge with standard deviation 0.10 eV, falls towards the band at this Fermi level. It gave $\delta=-16.3$ meV, so there the slope exceeds the true depth.

**Q.** My subgap states are usually fitted with an exponential. Can you do that case without the expansion?

**A.** Yes, if the exponential may be continued past the band edge, where for a deep Fermi level it holds few electrons. Let $g=g_de^{E/E_d}$ and $a=kT/E_d<1$. With $E=-u+kTx$,

$$N=g_d\,kT\,e^{-u/E_d}I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{ax}}{1+e^x}\,dx .$$

To find $I$, integrate around a rectangle between the real axis and the line shifted up by $2\pi i$. The upper side contributes $-e^{2\pi ia}I$, the ends vanish for $0<a<1$, and the pole at $x=i\pi$ has residue $-e^{i\pi a}$. Thus $(1-e^{2\pi ia})I=-2\pi i\,e^{i\pi a}$, or $I=\pi/\sin\pi a$, and

$$N=g_dE_d\,e^{-u/E_d}\,\frac{\pi a}{\sin\pi a}.$$

The depth enters through one exponential, so $D=N/E_d$. At fixed $u$, temperature enters through $a$ alone, so

$$TN_T=N\,a\frac{d}{da}\ln\frac{\pi a}{\sin\pi a}=N(1-\pi a\cot\pi a).$$

Hence

$$\delta=\delta_\infty\frac{D}{D+c},\qquad \delta_\infty=E_d(1-\pi a\cot\pi a).$$

For small $a$, $\pi a\cot\pi a\approx1-\pi^2a^2/3$, which returns $\delta_\infty\approx\pi^2(kT)^2/(3E_d)$.

Take $E_d=100$ meV at 300 K, so $a=0.2585$. The closed form gives $\delta_\infty=23.0$ meV and the low-temperature form 22.0 meV. The gate reduces this. For 10 nm of film on 100 nm of silicon dioxide, $C=34.5$ nF/cm$^2$ and $c=2.155\times10^{17}$ cm$^{-3}$ eV$^{-1}$. With $g_d=2\times10^{18}$ cm$^{-3}$ eV$^{-1}$ and $u=0.30$ eV, $D=1.114\times10^{17}$ in the same unit. The factor $D/(D+c)$ is 0.341, so $\delta=23.0\times0.341=7.8$ meV. A simulated Arrhenius measurement gives the same value.

The factor has a simple meaning. When $c\gg D$, the gate voltage controls the potential and nearly pins $u$. When $c\ll D$, it controls the charge, and the Fermi level must move to keep that charge constant.

**Q.** How does the error enter the density I extract?

**A.** Through both axes of the graph. At one temperature, vary the gate voltage. The balance gives $q\,dV=-(1+D/c)\,du$, so

$$s\equiv-\frac{du}{d(qV)}=\frac{c}{c+D},\qquad D=c\left(\frac1s-1\right).$$

This is the correct extraction. If $E_A$ replaces $u$, the measured derivative is $Js$ instead of $s$, where

$$J=\frac{dE_A}{du}=1-\frac{d\delta}{du}.$$

The apparent density is $D_{\rm app}=c[1/(Js)-1]$. Since $c/s=D+c$,

$$D_{\rm app}+c=\frac{D+c}{J}.$$

You then plot $D_{\rm app}$ at depth $E_A$ instead of $u$. The horizontal error is $\delta$, and the vertical error comes from $J$.

**Q.** So when is it a pure shift in energy?

**A.** For the single exponential, when $D\gg c$. Differentiate $\delta$ with $dD/du=-D/E_d$:

$$J=1+\frac{\delta_\infty}{E_d}\,\frac{cD}{(D+c)^2}.$$

If $D\gg c$, then $J\to1$ and $D_{\rm app}\to D$, while $\delta\to\delta_\infty$ no longer depends on gate voltage. The whole curve moves rigidly towards the band edge by $\delta_\infty$. At a given plotted depth it reads low, by the factor

$$e^{-\delta_\infty/E_d}=e^{-0.230}=0.794,$$

or 21% below the true $D$ there. The simulated extraction at $u=0.30$ eV with $c$ lowered to $10^{14}$ cm$^{-3}$ eV$^{-1}$ also gives 0.794.

At the other notable point, $D=c$, the fraction $cD/(D+c)^2$ has its maximum of $1/4$. Then $J=1+0.230/4=1.058$ and $D_{\rm app}=(2/1.058-1)c=0.89c$. The height is already 11% low before the shift in energy is counted. The largest $J$ is not the largest height error, however. For $D\ll c$, $J-1\approx(\delta_\infty/E_d)D/c$, so $D_{\rm app}\approx D-c(J-1)=(1-0.230)D=0.77D$ with almost no shift. The error passes from height to energy as $D/c$ grows, and at the plotted depth the deficit stays at about 21 to 23% for $D/c$ from 0.01 to 1000.

**Q.** A real film also has a steep tail and free electrons. Do they matter when the Fermi level is deep?

**A.** More than their share of the charge suggests. Both $D$ and $TN_T$ are sums over groups of states. If group $i$ has density $D_i$ and its own displacement $\delta_i=TN_{T,i}/D_i$, then

$$\delta=\frac{\sum_iD_i\delta_i}{c+\sum_iD_i}.$$

For non-degenerate band electrons, $N_b=N_Ce^{-u/kT}$. Hence $D_b=N_b/kT$ and $TN_{T,b}=N_b(u/kT+3/2)$, which gives

$$\delta_b=u+\tfrac32kT .$$

This is hundreds of meV, against 23 meV for the broad exponential.

Now add to that exponential a tail of $2\times10^{19}$ cm$^{-3}$ eV$^{-1}$ at the edge with slope energy 20 meV, and a band of mass $0.34m$, with $m$ here the free-electron mass. At 300 K, $N_C=4.975\times10^{18}$ cm$^{-3}$. At $u=0.20$ eV, $N_b=2.17\times10^{15}$ cm$^{-3}$ and $D_b=8.4\times10^{16}$ cm$^{-3}$ eV$^{-1}$, one fifth of the total $D=4.11\times10^{17}$. Its contribution to $\delta$ is

$$\frac{0.84\times239\ \text{meV}}{2.155+4.109}=32\ \text{meV},$$

with densities in $10^{17}$ cm$^{-3}$ eV$^{-1}$. The full displacement is 48 meV, so the band supplies about two thirds of it.

In the extreme case all the charge is in the band and $c\ll D$. The gate then fixes the number of carriers, and the slope of the raw conductance, with $T^{3/2}$ left in, is

$$E_A+\tfrac32kT=\left(u+\tfrac32kT\right)\frac{c}{D+c}\to0 .$$

With $u=0.20$ eV and $c=10^{14}$ cm$^{-3}$ eV$^{-1}$, the simulated slope is 0.28 meV. The conductance is hardly activated, although the Fermi level lies 200 meV below the band.

**Q.** Show me what I would extract from the complete film.

**A.** The table holds the film and gate fixed and varies the gate voltage at 300 K. Densities are in $10^{17}$ cm$^{-3}$ eV$^{-1}$, and the last column is the true $D$ at the depth where you would plot $D_{\rm app}$.

| $u$ (eV) | $E_A$ (eV) | $J$ | $D(u)$ | $D_{\rm app}$ | $D(E_A)$ |
|---|---|---|---|---|---|
| 0.40 | 0.396 | 1.03 | 0.41 | 0.33 | 0.43 |
| 0.30 | 0.290 | 1.12 | 1.14 | 0.79 | 1.27 |
| 0.25 | 0.230 | 1.33 | 2.00 | 0.96 | 2.60 |
| 0.20 | 0.152 | 1.82 | 4.11 | 1.28 | 11.7 |
| 0.15 | 0.056 | 1.77 | 12.2 | 5.99 | 236 |

Take $u=0.30$ eV. The height follows from $(1.137+2.155)/1.119-2.155=0.79$, which is 31% below the true $D$ at the true depth. Plotting it 10 meV too close to the band raises the deficit to 38%, relative to the true value at the plotted depth. Here the distorted height costs more than the displacement.

Nearer the band the shape changes as well. From $u=0.30$ to 0.25 eV the true $D$ grows by 76%, while $D_{\rm app}$ grows by 22%. The reason is that $J$ itself rises, from 1.12 to 1.33: $\delta$ grows more and more steeply over this interval, so the rate at which $E_A$ changes with $u$ increases. The extraction takes a faster change for a smaller density, and this reduction is stronger at 0.25 eV than at 0.30 eV. At $u=0.15$ eV the point appears at 0.056 eV, where $D_{\rm app}$ is about one fortieth of the true $D$.

Even a perfect $D$ is thermally broadened and includes band electrons. At $u=0.30$ eV it is 1.14 while the subgap density itself is 1.00; at 0.15 eV the figures are 12.2 and 4.6. Recovering $g$ requires a further step of fitting or deconvolution.

**Q.** Would the Arrhenius plot warn me?

**A.** Not through its straightness. I fixed the gate voltage that gives $u=0.300$ eV at 300 K and fitted nine temperatures from 260 to 340 K. The slope energy is 0.290 eV, and $1-R^2$ is $1.7\times10^{-5}$. Yet $u$ runs from 0.2989 to 0.3017 eV, so the fitted value lies outside the range through which the true depth moved. Nor is $du/dT$ constant: it grows from 0.024 meV/K at 260 K to 0.053 meV/K at 340 K.

The motion is 2.8 meV over 80 K, but the slope extrapolates it to absolute zero: $300\times2.8/80=10.5$ meV, close to the 10 meV found from the tangent at 300 K. The prefactor does carry a trace. The fit gives 0.675 of the true prefactor, against $\exp(-9.98/25.85)=0.680$ from the tangent formula. In this model a prefactor that changes with gate voltage is evidence that $du/dT$ changes too.

**Q.** Then how should I extract the density?

**A.** Use the gate dependence at one temperature for the height. With $T$ and $A$ constant, $d\ln G=-du/kT$, so

$$s=kT\,\frac{d\ln G}{d(qV_G)} .$$

Insert this into $D=c(1/s-1)$. In the simulated film it recovers $D$ to about 0.1% at every depth in the table. The temperature motion does not enter, because nothing was heated between the two readings.

The energy scale still needs the prefactor:

$$u=kT\ln\frac{AT^m}{G}.$$

If the assumed $A$ is wrong by a factor of two, every depth shifts by $kT\ln2=17.9$ meV, without distorting the heights. You can estimate $A$ from an Arrhenius intercept at the deepest Fermi level you can measure. This assigns the depth $E_A$ to that point, so the whole scale is off by the local $\delta$. In the example that is 3.8 meV at $u=0.40$ eV, much less than the 94 meV at 0.15 eV. That depth may be out of reach: with a mobility of 10 cm$^2$/Vs, equal channel width and length, and 10 mV drain bias, the current is about 15 fA at 300 K and 1 fA at 260 K. At $u=0.30$ eV it is about 0.7 pA at 300 K, and the offset is 10 meV.

This remedy assumes that the mobility does not vary with gate voltage. If it does, $d\ln G/d(qV_G)$ contains the mobility change as well, and $s$ is wrong. Because $D+c=c/s$, a small relative error in $s$ changes $D$ by about that fraction of $D+c$, which is severe where $D$ is well below $c$. Suppose the mobility grows as the 0.1 power of the band-electron density, so that $s$ reads 10% high. The extracted $D$ is then 57% too low at $u=0.40$ eV, but only 11% too low at 0.15 eV. In amorphous oxides the mobility often does rise with carrier density, so the deep end of the curve needs an independent check of the mobility.

**Q.** How close is this to a device on my probe station?

**A.** The parameters are rough values in the regime of amorphous indium gallium zinc oxide, not a fit to one film. The 10 nm thickness is on the thin side and was chosen to keep the potential uniform. With $N_+=0$, the estimated drop across the film is 1.0 mV at $u=0.30$ eV and 6.2 mV at 0.15 eV, and the screening lengths are 70 and 21 nm. Since the drop for a given charge density grows as $t^2$, a film several times thicker needs a solution of Poisson's equation. The model also gives the thin film the band states of bulk material. Ideal hard walls 10 nm apart would put the lowest subband 11 meV above the bulk edge. With a pinned Fermi level, the slope energy after division by $T^{3/2}$ would then exceed the depth below the bulk edge by about 8 meV. The walls would also cut the band density at a given depth to about 0.63 of the bulk value, which weakens the band's share of $\delta$. In the full gate balance $E_A$ would rise by 8 meV at $u=0.40$ and 0.30 eV, by 17 meV at 0.20 eV and by 22 meV at 0.15 eV, so the digits of the table depend on this choice of band states. Degeneracy makes the simulated slopes in the table differ from $u-T\,du/dT$ by at most 0.06 meV. A drain bias of 10 mV, treated as a mean channel potential of 5 mV, adds 3.7 meV at $u=0.30$ eV. The largest oxide field in the table, 0.03 MV/cm, again with $N_+=0$, is far below the several MV/cm at which tunnelling and breakdown become a concern.

The assumption most easily broken is that nothing else in the gate balance depends on temperature. If the affinity rises at a rate $\chi'$, the balance at fixed $V_G$ gives an extra $du/dT=-s\chi'$, and $E_A$ rises by $Ts\chi'$. For an assumed 0.1 meV/K at $u=0.30$ eV, where $s=0.65$, this is $300\times0.65\times0.1\approx20$ meV. It outweighs the 10 meV statistical displacement and puts $E_A$ above $u$. The relation $E_A=u-T\,du/dT$ still holds, but the density of states alone no longer determines $du/dT$.

Slow traps can do the same through the threshold voltage. If it rises by 0.1 mV per kelvin during the sweep, the effective gate voltage falls, $du/dT$ gains $+0.065$ meV/K, and $E_A$ drops by 20 meV. That is a drift of only 8 mV over 80 K, and even 3 mV would lower $E_A$ by 7 meV. Return to the first temperature and check that the transfer curve repeats to within about 1 mV, which still leaves an uncertainty of about 2.5 meV. A threshold shift that reverses on the way back escapes this check. Percolation barriers add another term: a mobility proportional to $e^{-E_b/kT}$, with constant $E_b$, adds $E_b$ to the slope energy, and also to every depth calibrated from an Arrhenius intercept. Contact barriers lie outside this model. The numerical output below gives the remaining rows and digits.

## Calculated quantities

```
film 10 nm, oxide 100 nm, T 300 K
permittivity: oxide 3.9, film 10.0
tail: 2.0e+19 cm^-3 eV^-1, slope energy 20 meV
deep: 2.0e+18 cm^-3 eV^-1, slope energy 100 meV
band mass 0.34 m_e, N_C = 4.975e+18 cm^-3
kT = 25.85 meV
C = 34.53 nF/cm^2, c = 2.155e+17 cm^-3 eV^-1
-- single exponential (deep one), u = 0.30 eV
a = kT/E_d = 0.2585
displacement, gate term negligible: 23.02 meV
its low-temperature form at 300 K: 21.99 meV
D = 1.114e+17 cm^-3 eV^-1, D/(D+c) = 0.3408
simulated displacement with this gate: 7.85 meV
rigid case: extracted/true at same energy = 0.7944
-- sign and limits (u - E_A)
pinned Fermi level at 0.30 eV: slope 0.30000 eV
flat density, u = 0.40 eV: 0.0132 meV
density falling to band, u = 0.40 eV: -16.29 meV
all charge in band, u = 0.20 eV: raw slope 0.284 meV
-- film: u eV | V from first row, V | E_A eV | u-E_A meV | J
0.40 | 0.0000 | 0.3962 | 3.76 | 1.034
0.35 | 0.0624 | 0.3441 | 5.92 | 1.056
0.30 | 0.1330 | 0.2900 | 9.98 | 1.119
0.25 | 0.2181 | 0.2298 | 20.24 | 1.333
0.20 | 0.3346 | 0.1516 | 48.36 | 1.822
0.15 | 0.5509 | 0.0562 | 93.78 | 1.765
-- densities, 1e17 cm^-3 eV^-1:
u eV | g(u) | D(u) | D_app | D isothermal | D at depth E_A
0.40 | 0.366 | 0.410 | 0.327 | 0.410 | 0.426
0.35 | 0.604 | 0.679 | 0.529 | 0.679 | 0.721
0.30 | 0.996 | 1.137 | 0.788 | 1.138 | 1.265
0.25 | 1.642 | 1.996 | 0.960 | 1.996 | 2.595
0.20 | 2.716 | 4.109 | 1.282 | 4.110 | 11.705
0.15 | 4.573 | 12.218 | 5.985 | 12.234 | 235.678
-- fit 260-340 K at gate voltage of u(300 K) = 0.30 eV
u(260 K) = 0.2989 eV
u(300 K) = 0.3000 eV
u(340 K) = 0.3017 eV
fitted slope 0.2899 eV, 1 - R^2 = 1.66e-05
largest residual in ln G: 0.0072
fitted prefactor / true prefactor = 0.675
tangent prediction of that ratio = 0.680
-- neglected effects
degeneracy, largest slope error: 0.060 meV
drop across film, u = 0.30, 0.15 eV: 1.01, 6.24 mV
screening length, same u: 69.7, 21.3 nm
affinity drift 0.1 meV/K: E_A +19.64 meV
drain bias 10 mV (mean 5 mV): E_A +3.67 meV
T^1.5 left in G: E_A +38.78 meV
prefactor wrong by 2: u shifts 17.92 meV
largest oxide field: 0.0320 MV/cm
```
